Area-Specific Resistance of a Growing Chromia Scale

## Problem

A chromia-forming steel is used as an interconnect in a solid-oxide cell. The current must cross the oxide scale that grows on the steel. One such scale is 5 µm thick and has electronic conductivity 0.01 S/cm.

(a) Find its area-specific resistance.

(b) Show that growth limited by steady diffusion through the scale obeys a parabolic law, and state what this requires.

(c) Show that, under this law, the area-specific resistance doubles when the total oxidation time is quadrupled.

(d) The parabolic constant is K = 0.01 µm²/h, defined by X² = Kt, and the current density is 0.5 A/cm². Find when the scale reaches 5 µm, and the voltage drop and heat per area then and after four times that time.

(e) Examine how an initial scale, a contact resistance and a change of temperature affect the doubling.

The scale is dense, flat and adherent, and the current is uniform and normal to its faces. Time t counts from the start of oxidation. The resistance is that of one scale, without contacts unless stated. In algebra involving charge the elementary charge is set to 1, so that a potential in volts is an energy in eV.

## Hints

1. Area-specific resistance is voltage drop divided by current density, not by current. Put the thickness and the conductivity in the same length unit before dividing.

2. In a steady state the diffusion flux is the same at every depth. What does that say about the concentration profile, and how does its slope change as the scale thickens?

3. Write the growth rate as a constant divided by thickness, then separate the variables.

4. Distinguish "four times the total time" from "four times as much time again".

5. For the initial scale and the change of temperature in part (e), return to the differential equation, because X² = Kt assumes zero initial thickness and constant K. The contact resistance only adds to that of the scale.

## Solution

### (a) From conductivity to area-specific resistance

Let x run from the metal, x = 0, to the gas, x = X. Charge does not accumulate in a steady state, so the current density j is the same at every x. Ohm's law gives the local field F:

F(x) = j/σ(x)

The voltage drop is the integral of the field:

V = ∫₀ˣ F dx = j ∫₀ˣ dx/σ(x), with upper limit x = X

The area-specific resistance R is V/j. For uniform σ the integral is X/σ, hence

R = X/σ

The unit is cm divided by S/cm, which is ohm cm². With 5 µm = 5×10⁻⁴ cm,

R = (5×10⁻⁴ cm)/(0.01 S/cm) = 0.05 ohm cm²

In SI units this is 5×10⁻⁶ ohm m². A sample of area A has resistance R/A, so a larger contact area lowers the resistance in ohms but leaves R unchanged.

Uniform conductivity matters for the value, but less for the later doubling. Suppose σ depends on the fractional depth u = x/X alone. Since dx = X du,

R = X ∫₀¹ du/σ(u)

The integral does not change as the scale grows, so R is still proportional to X. For example, let σ = σ₀(1 + u) with σ₀ = 0.01 S/cm, so that the conductivity doubles from metal to gas. Then

R = (X/σ₀) ∫₀¹ du/(1 + u) = (X/σ₀) ln 2 = 0.0347 ohm cm²

The resistance is lower than 0.05 ohm cm², yet it would still double with thickness. Proportionality fails if the graded region has a fixed width in micrometres instead of a fixed share of the scale.

### (b) Why the growth is parabolic

Take a model in which chromium moves outward through the oxide as mobile defects and forms new oxide at the gas side. Let c be the excess concentration of these defects, held at c₀ at the metal and at zero at the gas. Their diffusion coefficient D is constant, and no electric force acts on them for now.

If the scale thickens slowly compared with diffusion across it, the profile is nearly steady. The flux J = −D dc/dx is then independent of x, so c falls in a straight line:

c = c₀(1 − x/X)

J = Dc₀/X

Let N be the number of chromium atoms per volume of oxide. Thickening by dX consumes N dX atoms per area, so

N dX/dt = Dc₀/X

Define K = 2Dc₀/N. Then

dX/dt = K/(2X)

The scale slows its own growth because the same concentration difference is spread over a greater distance. Multiplying by 2X gives

2X dX/dt = d(X²)/dt = K

For constant K and thickness X₀ at t = 0, integration gives

X² = X₀² + Kt

With negligible X₀ this becomes X² = Kt.

The steady profile is an approximation, and its error can be found. The full equation at fixed x is ∂c/∂t = D ∂²c/∂x². Change to u = x/X(t). A point of fixed u moves outward at speed u dX/dt, so the time derivative following it gains the term u(dX/dt)∂c/∂x. If the profile keeps its shape in u, that derivative is zero:

0 = (D/X²) d²c/du² + (u/X)(dX/dt) dc/du

To leading order dc/du = −c₀ and X dX/dt = Ds, where s = c₀/N. Multiplying by X²/D and inserting these values gives

d²c/du² = s c₀ u

Integrate twice and impose c = c₀ at u = 0 and c = 0 at u = 1:

c = c₀[1 − u + s(u³ − u)/6]

At the gas side the derivative of (u³ − u)/6 is (3 − 1)/6 = 1/3, so the slope there is −c₀(1 − s/3). The arriving flux, and with it K, is lower by the fraction s/3. The product X dX/dt remains constant, so the parabolic form survives.

A numerical solution of the full moving-boundary equation with s = 0.01 gives a fractional loss of K of about 0.332 s, close to the leading-order s/3. For a rough defect fraction of 10⁻⁴, the loss is 3.3×10⁻⁵ of K, which is negligible here. A larger correction comes from the charge of the defects. If defects of charge z are compensated by electronic carriers of opposite sign whose density varies with c, an internal field acts even without a current. It multiplies K by a constant factor between 1 and 1 + z and leaves the parabolic form intact.

### (c) Quadrupled total time

Take X₀ = 0 and compare the same scale at t and 4t, with K and σ held fixed:

X(4t)/X(t) = √(4Kt)/√(Kt) = 2

Because R = X/σ,

R(4t)/R(t) = X(4t)/X(t) = 2

This is the required doubling. The values of K and σ cancel; their constancy does not. The result combines two statements: resistance is proportional to thickness, and thickness is proportional to the square root of total time.

The words "total time" matter. After a first exposure t, the further exposure needed is 3t. If 4t is added instead, the total is 5t and the ratio is √5 = 2.236.

The factor also depends on the growth law. If Xⁿ is proportional to t, then

X(4t)/X(t) = 4^(1/n)

Linear growth, n = 1, gives 4. Parabolic growth, n = 2, gives 2. Cubic growth, n = 3, gives 1.587. Slowing growth alone is therefore not enough to establish doubling. Nor does one measured ratio of 2 establish diffusion control, since departures from the model can offset one another.

### (d) Times, voltage and heat

The time to reach 5 µm is

t₁ = X²/K = (25 µm²)/(0.01 µm²/h) = 2500 h

Four times this total is 10000 h, so 7500 h of further exposure are needed. The thickness is then

X = √(0.01 × 10000) µm = 10 µm

and the area-specific resistance is 0.1 ohm cm².

The voltage drop is V = jR:

at 2500 h: V = 0.5 × 0.05 = 0.025 V

at 10000 h: V = 0.5 × 0.1 = 0.05 V

The heat per area is jV = j²R:

at 2500 h: 0.5 × 0.025 = 0.0125 W/cm²

at 10000 h: 0.5 × 0.05 = 0.025 W/cm²

Both quantities double because the current density is held fixed. At fixed voltage across the scale, the current density would halve instead, and so would the heat V²/R.

The rate of increase of R follows from R ∝ √t:

dR/dt = R/(2t)

It is 0.05/(2 × 2500) = 1×10⁻⁵ ohm cm² per hour at 2500 h. At 10000 h it is 0.1/(2 × 10000) = 5×10⁻⁶ ohm cm² per hour. The resistance has doubled while its rate of increase has halved. Without a change of mechanism, the model has no final thickness.

### (e) Three departures from the simple ratio

**An initial scale.** Use X² = X₀² + Kt at both times. The first gives Kt = X(t)² − X₀². Therefore

X(4t)² = X₀² + 4[X(t)² − X₀²] = 4X(t)² − 3X₀²

R(4t)/R(t) = √[4 − 3X₀²/X(t)²]

For X₀ = 0.5 µm and X(t₁) = 5 µm, the ratio is √(4 − 0.03) = 1.9925. Here K is adjusted slightly so that the scale still reaches 5 µm at t₁. A scale ten times thinner than the first measured thickness hardly matters, because the thicknesses enter as squares. If almost all the oxide was present initially, the ratio approaches 1.

**A constant contact resistance.** If R_c is in series with the scale, the measured ratio is

(2R + R_c)/(R + R_c)

With R_c = 0.005 ohm cm² this is 0.105/0.055 = 1.909. The scale's own resistance has doubled, but the measured total has not.

**A change of temperature.** Suppose the first exposure t₁ is at 1073 K and the remaining 3t₁ at 1123 K. Let the change multiply K by r and σ by q. The second stage starts from X₁² = Kt₁, so

X² = X₁² + rK(3t₁) = X₁²(1 + 3r)

R/R₁ = √(1 + 3r)/q

Assume that K and σ both vary as exp[−E/(k_BT)], with rough activation energies of 2.3 eV for K and 0.6 eV for σ. Then r = 3.027 and q = 1.335. The final thickness is 15.87 µm, and the resistance ratio is

√(1 + 9.081)/1.335 = 2.378

The hotter oxide conducts better, but in this case the extra thickness outweighs the gain. The outcome depends on the rough energies: with 2.3 eV for K, the ratio falls to 2 if the energy for σ is 0.96 eV, and to 1.96 if it is 1.0 eV. With r = q = 1 the formula returns to 2.

### The model beside a real interconnect

The example lies in the regime of a chromia-forming ferritic steel near 1073 K. A conductivity of order 0.01 S/cm and growth of several micrometres in thousands of hours are rough typical magnitudes. Both depend strongly on alloy, atmosphere and impurities, so 0.05 ohm cm² is a working scale and not a property of every such steel. Real scales may also carry an outer spinel layer, contain pores, or crack and detach. Two further assumptions that can fail are the absence of evaporation and the absence of an electric force on the ions. For the parameters in the variations below, they move the thickness ratio from 2 to values between 1.661 and 2.353.

Some other neglected effects are small. The field at 0.5 A/cm² is j/σ = 50 V/cm, or 5×10⁻⁵ MV/cm. For singly charged carriers hopping 0.3 nm, let h be the field energy over one hop divided by 2k_BT; here h = 8.1×10⁻⁶. Forward minus backward hopping is proportional to

e^h − e^(−h) = 2h(1 + h²/6 + …)

so the fractional departure from Ohm's law in this hopping model is about h²/6 = 1.1×10⁻¹¹.

Joule heating releases j²/σ = 25 W/cm³ in the oxide. If all heat leaves through one face, the heat flux at distance x from the other face is (j²/σ)x. Dividing by the thermal conductivity κ and integrating gives a temperature difference

ΔT = j²X²/(2σκ)

For X = 10 µm and a rough κ = 0.03 W/(cm K), this is 4.2×10⁻⁴ K. Heating within the scale does not disturb K or σ appreciably. The temperature of the whole cell is a separate matter.

## Variation 1: the oxide also evaporates

**Question.** Chromia leaves the outer surface at a constant speed v, measured as thickness per time. What happens to the doubling?

**Solution.** Diffusion adds oxide while evaporation removes it:

dX/dt = K/(2X) − v

The two terms balance at L = K/(2v). Using K = 2vL,

dX/dt = v(L − X)/X

Separate the variables and write X/(L − X) = −1 + L/(L − X). Starting from X = 0, integration gives

vt = −X − L ln(1 − X/L)

For X much smaller than L, use −ln(1 − z) = z + z²/2 + z³/3 + …. The terms linear in X cancel:

vt = X²/(2L) + X³/(3L²) + …

Multiplication by 2L gives Kt = X² + 2X³/(3L) + …, so the parabolic law holds at early times. At late times X approaches L, and the ratio R(4t)/R(t) approaches 1.

Keep K = 0.01 µm²/h and compare 2500 h with 10000 h. The evaporation speeds are rough values for a weaker and a stronger case:

v = 1×10⁻⁴ µm/h: L = 50 µm; X = 4.835 and 9.345 µm; ratio 1.933

v = 5×10⁻⁴ µm/h: L = 10 µm; X = 4.204 and 6.983 µm; ratio 1.661

These two cases do not bound the effect. For v = 1×10⁻³ µm/h, L = 5 µm, the scale never reaches 5 µm, and the ratio is 1.357.

A lower resistance does not mean less oxidation. In the stronger case, 5×10⁻⁴ × 10000 = 5 µm of oxide has evaporated by the later time. Together with the remaining 6.983 µm, about 12 µm has formed, against 10 µm without evaporation. The thinner scale lets chromium through faster, so the alloy loses more of it.

## Variation 2: the cell current pushes the ions

**Question.** The current is carried by electronic carriers, but its field also acts on the moving chromium ions. How does this alter growth?

**Solution.** Treat the ions as ideal, dilute and few beside the electronic carriers. The field is then F = j/σ, uniform and independent of X. It acts on all the mobile ions, not only on an excess, so c now means their total concentration, assumed negligible at the gas side. For ions of charge z, the Einstein relation gives the mobility per unit force as D/(k_BT), so

J = −D dc/dx + DzFc/(k_BT)

Define

y = zFX/(k_BT) = zjX/(σk_BT)

taken positive when the force points towards the gas. In a steady state J is constant, and the equation becomes

dc/dx − (y/X)c = −J/D

Its solution is a constant plus an exponential:

c = JX/(Dy) + B exp(yx/X)

The condition c(X) = 0 gives B = −[JX/(Dy)]e^(−y). The condition c(0) = c₀ then gives

c₀ = [JX/(Dy)](1 − e^(−y))

J = (Dc₀/X) g(y), where g(y) = y/(1 − e^(−y))

Hence the growth law is

dX/dt = [K/(2X)] g(y)

For small y, g ≈ 1 + y/2 and the parabolic law returns. For a large outward push, g ≈ y. Since y is proportional to X, the growth rate becomes constant and the long-time ratio tends to 4. For a large inward push, g ≈ |y|e^(−|y|), and growth slows much more strongly than in the parabolic law. This last form needs zero concentration at the gas. With a concentration c_X there, c₀ in the flux is replaced by c₀ − c_X e^(−y), which vanishes at |y| = ln(c₀/c_X). Growth under an inward push then stops at a finite thickness, 14.2 µm for c_X = 0.1c₀ with the present values.

At 1073 K, k_BT = 0.09246 eV. For z = 3 and the 0.025 V drop across 5 µm,

|y| = 3 × 0.025/0.09246 = 0.811

The flux is multiplied by 1.460 for an outward push and by 0.649 for an inward push. Integrating the growth law with the original K gives, at 2500 h and 10000 h:

outward push: X = 5.778 and 13.596 µm; ratio 2.353

inward push: X = 4.406 and 7.888 µm; ratio 1.790

A drop of only 0.025 V matters because it changes the energy of a triply charged ion by 0.075 eV, which is comparable with k_BT. The numbers are estimates for this dilute-ion model. A different defect charge, an appreciable ion concentration at the gas side, or a conductivity that varies through the scale would change them. The uniform field is also a condition: for a defect fraction of 10⁻⁴ and z = 3, the ions carry 1.2×10¹⁹ elementary charges per cm³. At 0.01 S/cm the electronic carriers greatly outnumber these only if their mobility is well below 0.005 cm²/(V s). Otherwise the carrier density, and with it the field, can vary with the ion concentration. The condition is not assured: a hopping estimate with a 0.3 nm step, an attempt frequency of 10¹³ s⁻¹ and a barrier from 0.6 down to 0.1 eV gives mobilities from 1.5×10⁻⁴ to 3×10⁻² cm²/(V s). As an example, take a locally neutral scale with electron density n_b + zc and n_b = zc₀, and keep the zero-current K and R as before; this corresponds to a mobility near 0.003 cm²/(V s). The thickness ratios become 2.150 and 1.865 and the resistance ratios 2.115 and 1.893. The effect of the current is weaker, and R is no longer strictly proportional to X.

The assumption that ions carry little of the current can be checked. At 5 µm the unperturbed growth speed is K/(2X) = 0.001 µm/h. With roughly 4×10²² chromium atoms per cm³ and charge 3, this corresponds to an ionic current of 5.3×10⁻⁷ A/cm², about one millionth of the imposed 0.5 A/cm². The ions barely contribute to the current, yet the field that drives the imposed current can change how fast they move.

Computed results

```
Thickness: 5.0 um
Thickness for the division: 5.0e-04 cm
Conductivity: 0.010 S/cm
ASR: 0.0500 ohm cm^2
ASR converted: 5.0e-06 ohm m^2
Parabolic constant K: 0.010 um^2/h
Total time t1: 2500 h; 4 t1: 10000 h
Further exposure after t1: 7500 h
Thickness at 4 t1: 10.00 um
ASR at 4 t1: 0.1000 ohm cm^2; ratio 2.0000
Ratio if 4 t1 is added after t1: 2.236
Current density: 0.50 A/cm^2
Voltage drop at t1, 4 t1: 0.0250, 0.0500 V
Heat at t1, 4 t1: 0.0125, 0.0250 W/cm^2
Graded sigma (0.01 to 0.02 S/cm) ASR: 0.0347 ohm cm^2
Moving-boundary ratio, thin seed, s=0.01: 1.9994
Moving-boundary K loss divided by s: 0.3316
Thickness ratio for X^1 law: 4.0000
Thickness ratio for X^2 law: 2.0000
Thickness ratio for X^3 law: 1.5874
Initial scale: 0.50 um; ratio 1.9925
Evaporation speed: 1.0e-04 um/h; limit 50.0 um
  X(t1), X(4 t1): 4.835, 9.345 um; ratio 1.933
Evaporation speed: 5.0e-04 um/h; limit 10.0 um
  X(t1), X(4 t1): 4.204, 6.983 um; ratio 1.661
Temperature: 1073 K; kT: 0.09246 eV
Ion charge number: 3; drift y at 5 um: 0.811
Flux factor at 5 um, outward push: 1.460
Flux factor at 5 um, inward push: 0.649
Drift outward: X = 5.778, 13.596 um; ratio 2.353
Drift inward: X = 4.406, 7.888 um; ratio 1.790
Activation of K, sigma: 2.3, 0.6 eV
Temperature after t1 in hot case: 1123 K
Factors on K, sigma: 3.027, 1.335
Hot case at 4 t1: X = 15.87 um, ASR = 0.1189 ohm cm^2
Hot case ASR ratio: 2.378
Contact resistance: 0.005 ohm cm^2
Ratio with contact: 1.909
Defect fraction: 1e-04; K loss 3.3e-05
Field: 5.0e-05 MV/cm
Hop length: 0.3 nm; hop energy / 2kT: 8.1e-06
Non-ohmic fraction: 1.1e-11
Thermal conductivity: 0.03 W/(cm K)
Joule temperature rise across 10 um: 4.2e-04 K
Chromium density in oxide: 4e+22 cm^-3
Ionic growth current at 5 um: 5.3e-07 A/cm^2
```
